\section*{Transport coupling from the resistivity slope of four metals}

\section{The problem}

In a pure, nonmagnetic metal near or above its Debye temperature, electrons lose their current mainly to lattice vibrations, and the same vibrations can bind them into Cooper pairs. Resistivity data should therefore say something about superconductivity.

(a) A model metal has one electron per ion, a Drude plasma energy $\hbar\omega_p=9$ eV, a Debye temperature $\Theta=300$ K and a residual resistivity $\rho_0=1.0\ \mu\Omega$\,cm. At 300 K its resistivity is $6.590\ \mu\Omega$\,cm and its slope $d\rho/dT$ is $0.02077\ \mu\Omega$\,cm/K. These two values come from a numerical solution of its Boltzmann equation, so the coupling put in is known and can judge the answer. Find the transport coupling $\lambda_{\rm tr}$.

(b) Do the same for copper, aluminium, niobium and lead, and compare with the coupling $\lambda$ inferred from superconductivity. The inputs below are rough sizes, good to one or two figures; the slopes refer to about 300 K.

\begin{center}
\begin{tabular}{lcccc}
 & slope ($\mu\Omega$\,cm/K) & $\hbar\omega_p$ (eV) & $\Theta$ (K) & $T_c$ (K)\\
Cu & 0.0068 & 9 & 340 & --\\
Al & 0.012 & 12 & 430 & 1.2\\
Nb & 0.05 & 9 & 280 & 9.2\\
Pb & 0.08 & 9 & 100 & 7.2
\end{tabular}
\end{center}

\section{A tempting solution}

At high temperature the scattering rate is $1/\tau=2\pi\lambda k_BT/\hbar$, and the Drude formula gives $\rho=1/(\varepsilon_0\omega_p^2\tau)$. Hence
\begin{equation}
\lambda=\frac{\varepsilon_0(\hbar\omega_p)^2}{2\pi\hbar k_B}\,\frac{\rho}{T}.
\end{equation}
With $\hbar\omega_p$ in eV and $\rho/T$ in $\mu\Omega$\,cm/K the constant in front is 0.2484, so for the model metal
\[
\lambda=0.2484\times 9^2\times\frac{6.590}{300}=0.442 .
\]
This number is then taken as the coupling that enters the theory of $T_c$.

The coupling $\lambda$ put into the model was 1.0. Even the transport coupling put in, derived below, differs from 0.442. To find the faults we need the resistivity formula with its conditions.

\section{Where the plasma frequency comes from}

Let a static field $E$ act along $x$ on electrons of charge $-e$. Since $\hbar\dot k_x=-eE$, the drift changes the occupation at the rate $-\dot k_x\,\partial f/\partial k_x=eEv_x\,\partial f/\partial\varepsilon$, where $f$ is the Fermi function and $v_x=\hbar^{-1}\partial\varepsilon/\partial k_x$. If collisions remove the deviation $\delta f$ at the rate $\delta f/\tau$, the steady state has $\delta f=eE\tau v_x\,\partial f/\partial\varepsilon$. The current density is
\[
j=-\frac{2e}{V}\sum_{\mathbf k}v_x\,\delta f
=\varepsilon_0\omega_p^2\,\tau E,\qquad
\varepsilon_0\omega_p^2=\frac{2e^2}{V}\sum_{\mathbf k}v_x^2\left(-\frac{\partial f}{\partial\varepsilon}\right),
\]
with the factor 2 for spin. This defines the Drude plasma frequency: it belongs to the Fermi surface.

Because $v_x\,\partial f/\partial\varepsilon=\hbar^{-1}\partial f/\partial k_x$, integration by parts over the periodic Brillouin zone gives
\[
\varepsilon_0\omega_p^2=\frac{2e^2}{V}\sum_{\mathbf k}f\,\frac{1}{\hbar^2}\frac{\partial^2\varepsilon}{\partial k_x^2}.
\]
For a parabolic band the curvature is $1/m$ and the sum is $ne^2/m$. In other bands, regions of negative curvature subtract. For a half-filled simple cubic tight-binding band, evaluated at $k_BT$ equal to 0.2 times the hopping energy, the weight is 0.331 of the value obtained by giving every electron the mass of the band bottom. Since $\lambda_{\rm tr}\propto\omega_p^2$, counting electrons in that band would make the coupling about three times too large. The problem states Drude values, so this trap is avoided here.

\section{Scattering by phonons}

Assume well-defined quasiparticles, phonons that stay in thermal equilibrium (no phonon drag), an isotropic Fermi surface, and a density of states and speed that are constant over a few $k_BT$ and over the phonon energies. Let $P_{kk'}$ be the transition rate from $k$ to $k'$. In equilibrium the flux
\[
C_{kk'}=P_{kk'}f_k(1-f_{k'})
\]
equals the reverse flux. Write $\delta f_k=f_k(1-f_k)\Phi_k$. Then $f_k/(1-f_k)$ changes by the factor $1+\Phi_k$ to first order, and the net flux from $k$ to $k'$ becomes $C_{kk'}(\Phi_k-\Phi_{k'})$.

Put $\Phi_k=-eE\beta v_x\phi(\varepsilon)$ with $\beta=1/k_BT$; $\phi$ is a time. Using $-\partial f/\partial\varepsilon=\beta f(1-f)$ and balancing drift against collisions,
\[
f_k(1-f_k)\,v_x=\sum_{k'}C_{kk'}\left[v_x\phi(\varepsilon)-v_x'\phi(\varepsilon')\right].
\]
Isotropy lets us replace $v_x'$ by its average at fixed scattering angle $\theta$, which is $v_x\cos\theta$. Thus
\begin{equation}
f(1-f)=\sum_{k'}C_{kk'}\left[\phi(\varepsilon)-\cos\theta\,\phi(\varepsilon')\right],
\qquad
\rho=\frac{1}{\varepsilon_0\omega_p^2\langle\phi\rangle},
\label{boltz}
\end{equation}
where $\langle\phi\rangle=\int d\varepsilon\,(-\partial f/\partial\varepsilon)\phi$.

Now try a constant $\phi=\tau$. Multiplying (\ref{boltz}) by $\beta$ and integrating over energy gives
\begin{equation}
\frac1\tau=\beta\int d\varepsilon\sum_{k'}C_{kk'}(1-\cos\theta).
\label{tau}
\end{equation}
The factor $1-\cos\theta$ is the fraction of forward velocity lost in a collision.

This trial gives an upper bound on $\rho$. Write (\ref{boltz}) as $K\phi=w$, with $w=f(1-f)$. The operator $K$ is symmetric and positive, because its quadratic form is a sum of terms $\tfrac12C(\phi^2+\phi'^2-2\cos\theta\,\phi\phi')\ge0$. The Schwarz inequality, with $(a,b)=\int ab\,d\varepsilon$, gives $(1,w)^2=(1,K\phi)^2\le(1,K1)(\phi,K\phi)=(1,K1)(\phi,w)$. Since $(1,w)=1/\beta$ and $1/\tau=\beta(1,K1)$, it follows that $\langle\phi\rangle=\beta(\phi,w)\ge\tau$.

Let $\alpha^2F(\omega)$ be the dimensionless electron-phonon spectrum, normalised so that the phonons with frequencies in $d\omega$ contribute $2\pi\alpha^2F\,d\omega$ times their occupation factor to the scattering rate. The factor is $n$ for absorption and $n+1$ for emission, with $n=1/(e^{\beta\hbar\omega}-1)$. Weighting each event by $1-\cos\theta$ turns $\alpha^2F$ into $\alpha^2_{\rm tr}F$. Define
\[
\lambda=2\int\frac{d\omega}{\omega}\alpha^2F,\qquad
\lambda_{\rm tr}=2\int\frac{d\omega}{\omega}\alpha^2_{\rm tr}F .
\]

The energy integral in (\ref{tau}) follows from
\[
f(\varepsilon)[1-f(\varepsilon+a)]=\frac{f(\varepsilon)-f(\varepsilon+a)}{1-e^{-\beta a}},
\qquad
\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+a)]=\frac{a}{1-e^{-\beta a}} .
\]
The first equality holds because the reverse product $f(\varepsilon+a)[1-f(\varepsilon)]$ is $e^{-\beta a}$ times the forward one, while their difference is $f(\varepsilon)-f(\varepsilon+a)$. For absorption, $a=\hbar\omega$ gives $\hbar\omega(n+1)$, to be multiplied by $n$. For emission, $a=-\hbar\omega$ gives $\hbar\omega n$, to be multiplied by $n+1$. The two processes contribute equally:
\[
\frac1\tau=2\pi\int d\omega\,\alpha^2_{\rm tr}F\;2\beta\hbar\omega\,n(n+1).
\]
With $x=\beta\hbar\omega/2$ we have $n(n+1)=1/(4\sinh^2x)$, so the last factor is $x/\sinh^2x=(2k_BT/\hbar\omega)(x/\sinh x)^2$. Therefore
\begin{equation}
\rho_{\rm ph}=\frac{2\pi k_BT}{\hbar\varepsilon_0\omega_p^2}\int\frac{2\,d\omega}{\omega}\,\alpha^2_{\rm tr}F(\omega)\left(\frac{x}{\sinh x}\right)^2 .
\label{rho}
\end{equation}
For the model metal without disorder, the full solution of (\ref{boltz}) is 0.9982 of this value at $T=\Theta$ and 0.909 at $T=0.2\,\Theta$. The constant trial is thus good in the range needed here and less so at $0.2\,\Theta$.

\section{Locating the faults}

For small $x$, $\sinh x\approx x(1+x^2/6)$, so $(x/\sinh x)^2\approx1-x^2/3$, and $x^2/3=\hbar^2\omega^2/(12k_B^2T^2)$. Let $\langle\omega^2\rangle$ be the average with weight $\alpha^2_{\rm tr}F/\omega$. Adding the static disorder as an offset,
\begin{equation}
\rho=\rho_0+A\lambda_{\rm tr}\left(T-\frac{c}{T}\right),\qquad
A=\frac{2\pi k_B}{\hbar\varepsilon_0\omega_p^2},\quad
c=\frac{\hbar^2\langle\omega^2\rangle}{12k_B^2}.
\end{equation}
The quotient and the slope are
\[
\frac{\rho}{T}=\frac{\rho_0}{T}+A\lambda_{\rm tr}\left(1-\frac{c}{T^2}\right),\qquad
\frac{d\rho}{dT}=A\lambda_{\rm tr}\left(1+\frac{c}{T^2}\right).
\]

The first fault is now visible: $\rho/T$ contains the disorder. In the model it adds $0.2484\times81\times1.0/300=0.067$ to the apparent coupling. The remaining 0.375 is too low because of the term $-c/T^2$. The two errors partly cancel, so the quotient looks better than it is, and a dirtier sample would give a larger answer. The slope is nearly free of the offset: without impurities it is 0.02078 instead of $0.02077\ \mu\Omega$\,cm/K. It is not free of the term $c/T^2$: in a clean sample the uncorrected slope is too high by about as much as the quotient is too low.

The second fault is one of meaning. Resistivity measures $\lambda_{\rm tr}$, not $\lambda$. In the model, acoustic phonons scatter electrons on a Fermi sphere without umklapp, with a squared matrix element proportional to $\omega$. Each element of solid angle then contributes equally to $\lambda$. Put $u=1-\cos\theta$, so that $\sin\theta\,d\theta=du$. The momentum transfer obeys $q^2=2k_F^2u$, and $u$ runs up to $u_m=q_D^2/2k_F^2$, where $q_D$ is the Debye wave number. Hence
\begin{equation}
\frac{\lambda_{\rm tr}}{\lambda}=\frac{\int_0^{u_m}u\,du}{\int_0^{u_m}du}=\frac{u_m}{2}=\left(\frac{q_D}{2k_F}\right)^2 .
\end{equation}
For ion density $n_i$ and one electron per ion, $q_D^3=6\pi^2n_i$ and $k_F^3=3\pi^2n_i$. So $q_D/k_F=2^{1/3}$ and the ratio is 0.397. Small-angle events count fully for pairing but barely disturb the current. If the scattering is instead spread evenly over all directions, $\cos\theta$ averages to zero and the two couplings are equal. If backward scattering dominates, $\cos\theta$ is negative on average and $\lambda_{\rm tr}$ exceeds $\lambda$.

\section{The right solution for the model metal}

At high temperature, to leading order and at fixed volume,
\begin{equation}
\lambda_{\rm tr}=\frac{\varepsilon_0(\hbar\omega_p)^2}{2\pi\hbar k_B}\,\frac{d\rho}{dT}.
\label{result}
\end{equation}
The data give
\[
\lambda_{\rm tr}=0.2484\times81\times0.02077=0.418 .
\]

The correction $c/T^2$ needs the spectrum. Here $\omega\propto q$, so $du\propto\omega\,d\omega$. Since $du$ is proportional to the contribution $2\alpha^2F\,d\omega/\omega$ to $\lambda$, we get $\alpha^2F\propto\omega^2$. The extra factor $u\propto\omega^2$ makes $\alpha^2_{\rm tr}F\propto\omega^4$. With $\omega_D=k_B\Theta/\hbar$,
\[
\langle\omega^2\rangle=\frac{\int_0^{\omega_D}\omega^5d\omega}{\int_0^{\omega_D}\omega^3d\omega}=\frac23\,\omega_D^2,
\qquad \frac{c}{T^2}=\frac{1}{18}\frac{\Theta^2}{T^2}.
\]
At $T=\Theta$ the slope exceeds its limit by the factor 1.0556 in this expansion; the full solution without disorder gives 1.054. Part of this closeness is a cancellation: (\ref{rho}) evaluated without expanding gives 1.050, and the correction to the constant trial raises it again. Dividing, $0.418/1.0556=0.396$, against the 0.397 put in. At $T=2\Theta$ the factor has fallen to 1.0139.

\section{The four metals}

Equation (\ref{result}) gives
\begin{align*}
\text{Cu:}\quad&0.2484\times81\times0.0068=0.14, &
\text{Al:}\quad&0.2484\times144\times0.012=0.43,\\
\text{Nb:}\quad&0.2484\times81\times0.05=1.01, &
\text{Pb:}\quad&0.2484\times81\times0.08=1.61 .
\end{align*}

For the superconducting side we use the McMillan formula, an approximate fit to the Eliashberg theory:
\[
T_c=\frac{\Theta}{1.45}\exp\left[-\frac{1.04(1+\lambda)}{\lambda-\mu^*(1+0.62\lambda)}\right].
\]
Here $\mu^*$ describes the Coulomb repulsion; we take 0.13. With $L=\ln[\Theta/(1.45\,T_c)]$, taking the logarithm and clearing the denominator gives
\[
L\lambda-L\mu^*-0.62\mu^*L\lambda=1.04+1.04\lambda
\;\Rightarrow\;
\lambda=\frac{1.04+\mu^*L}{(1-0.62\mu^*)L-1.04}.
\]
For aluminium $L=\ln[430/(1.45\times1.2)]=5.51$, so $\lambda=1.756/4.026=0.44$. The others follow in the same way. The ranges below combine a 10\% change of slope with a 0.5 eV change of plasma energy, both in the same direction. The tunnelling values are rough sizes.

\begin{center}
\begin{tabular}{lcccc}
 & $\lambda_{\rm tr}$ & range & $\lambda$ (McMillan) & $\lambda$ (tunnelling)\\
Cu & 0.14 & 0.11--0.17 & -- & --\\
Al & 0.43 & 0.35--0.51 & 0.44 & --\\
Nb & 1.01 & 0.81--1.23 & 0.82 & 1.0\\
Pb & 1.61 & 1.29--1.97 & 1.29 & 1.5
\end{tabular}
\end{center}

The order of the metals is the same in both columns where both exist. For aluminium the two couplings agree within the input spread. For niobium and lead $\lambda_{\rm tr}$ exceeds the McMillan value by about a quarter of the latter, while the rough tunnelling values lie well inside the transport ranges.

The McMillan column has its own uncertainty. Changing $\mu^*$ from 0.10 to 0.15 moves niobium from 0.74 to 0.87 and lead from 1.17 to 1.37. Lowering $\Theta$ by 20\% raises lead to 1.57, because a lower phonon scale needs stronger coupling for the same $T_c$. The excess in lead may therefore reflect the choice of $\Theta$ as much as a difference between the couplings. As a check of the formula itself, for a single phonon frequency $\omega$ with $\Theta/1.45$ replaced by $\hbar\omega/(1.2k_B)$, it gives $k_BT_c/\hbar\omega=0.1040$ at $\lambda=1.5$, where the linearised Eliashberg equations give 0.1105 if $\mu^*=0.13$ is defined at the phonon frequency $\omega$ itself. The comparison depends on this convention: with $\mu^*$ defined at a cutoff of $10\,\omega$ the Eliashberg value is about 0.123, and the fit is 16\% low instead of 6\%.

Copper has no $T_c$ to invert, so we ask what its transport coupling would imply if $\lambda\approx\lambda_{\rm tr}$. The exponent describes pairing when $\lambda>\mu^*/(1-0.62\mu^*)=0.141$. The central estimate, 0.137, lies just below this; the margin is far smaller than the input error and carries no weight by itself. At the top of the range the formula gives $T_c\sim10^{-19}$ K for $\mu^*=0.13$; so close to the threshold this is extremely sensitive to $\mu^*$, and $\mu^*=0.10$ gives about $10^{-7}$ K. That is a long extrapolation of a fit. Within it, and under the stated assumption, any transition lies at about $10^{-7}$ K or lower for these two values of $\mu^*$.

The rough agreement of $\lambda_{\rm tr}$ and $\lambda$ in the three superconductors is what these inputs show, not an identity; the model metal had a ratio of 0.397. A plausible reason, not tested here, is that umklapp processes and a structured Fermi surface spread the scattering over large angles.

\section{What limits the estimate}

The finite-temperature correction was not applied to the four metals, since their spectra were not given. If the model factor $1+\Theta^2/(18T^2)$ is borrowed at 300 K, it is about 1.11 for aluminium, 1.07 for copper, 1.05 for niobium and 1.01 for lead. For aluminium $\Theta/T\approx1.4$ strains the expansion; the full solution of the model gives 1.10 there. The quoted $\lambda_{\rm tr}$ would fall by these factors, which stays within the ranges.

A measurement at constant pressure also lets the lattice expand. If $\lambda_{\rm tr}$ then depends on temperature, with $\omega_p$ held fixed, the slope of $A\lambda_{\rm tr}T$ is $A(\lambda_{\rm tr}+T\,d\lambda_{\rm tr}/dT)$, and (\ref{result}) absorbs the second term into the coupling. Softening phonons make that term positive if the electronic part of the coupling stays unchanged. If $\lambda_{\rm tr}\propto\omega^{-2}$, its relative size is about $2\gamma\alpha_VT$, with $\gamma$ the Gr\"uneisen parameter and $\alpha_V$ the volume expansion coefficient. Rough values give about 0.02 for niobium, 0.06 for copper, 0.09 for aluminium and 0.14 for lead at 300 K. This is an estimate only, but for lead it exceeds the 10\% allowed for the slope, and the ranges do not include it.

The formula fails when the mean free path approaches the atomic spacing, because the Boltzmann picture of separate collisions is then lost. Strongly scattering metals such as niobium can show a resistivity that flattens on heating, and a slope taken there would understate $\lambda_{\rm tr}$. Whether this already affects the niobium slope at 300 K was not examined. The plasma energy enters squared: 0.5 eV in 9 eV changes $\lambda_{\rm tr}$ by about 11\%. The values used and the checks of the formulas are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Half-filled band: Drude weight / counted weight = 0.331
Model: lambda = 1.0, lambda_tr = 0.397
Model: plasma energy = 9.0 eV, Theta = 300 K
Model: residual resistivity = 1.0 micro-ohm cm
Full/variational resistivity at T/Theta=0.2: 0.9090
Full/variational resistivity at T/Theta=0.5: 0.9838
Full/variational resistivity at T/Theta=1.0: 0.9982
Slope/high-T limit at T/Theta=1: 1.0539 (expansion 1.0556)
Slope/high-T limit at T/Theta=2: 1.0139 (expansion 1.0139)
Model resistivity at 300 K = 6.590 micro-ohm cm
Model slope at 300 K = 0.02077 micro-ohm cm/K
Slope without impurities = 0.02078 micro-ohm cm/K
lambda_tr from slope: raw 0.418, corrected 0.396
lambda_tr wrongly from rho/T = 0.442
Prefactor = 0.2484 per eV^2 micro-ohm cm/K
Tc/phonon energy, lambda=0.8: Eliashberg 0.0374, McMillan 0.0379
Tc/phonon energy, lambda=1.5: Eliashberg 0.1105, McMillan 0.1040
Coulomb parameter mu* = 0.13
Metals: all inputs are rough remembered sizes
Cu: slope 0.0068 micro-ohm cm/K, plasma 9 eV, Debye 340 K
Cu: lambda_tr = 0.14, range 0.11 to 0.17
Cu: unrounded lambda_tr = 0.137, pairing threshold = 0.141
Cu: log10(Tc in K) at top of range = -19.4
Al: slope 0.012 micro-ohm cm/K, plasma 12 eV, Debye 430 K
Al: lambda_tr = 0.43, range 0.35 to 0.51
Al: Tc 1.2 K, McMillan lambda = 0.44, lambda_tr/lambda = 0.98
Al: lambda for mu*=0.10, 0.15: 0.39, 0.47; Debye 20% lower: 0.45
Nb: slope 0.05 micro-ohm cm/K, plasma 9 eV, Debye 280 K
Nb: lambda_tr = 1.01, range 0.81 to 1.23
Nb: Tc 9.2 K, McMillan lambda = 0.82, lambda_tr/lambda = 1.23
Nb: lambda for mu*=0.10, 0.15: 0.74, 0.87; Debye 20% lower: 0.91
Nb: rough tunnelling lambda = 1.0
Pb: slope 0.08 micro-ohm cm/K, plasma 9 eV, Debye 100 K
Pb: lambda_tr = 1.61, range 1.29 to 1.97
Pb: Tc 7.2 K, McMillan lambda = 1.29, lambda_tr/lambda = 1.25
Pb: lambda for mu*=0.10, 0.15: 1.17, 1.37; Debye 20% lower: 1.57
Pb: rough tunnelling lambda = 1.5
\end{verbatim}
